# One-Body Density Matrix of the Free Electron Gas and the Fermi-Surface Jump

An unpolarized electron gas fills a cubic box of volume $V$ with periodic boundary conditions. Its density is $n$, counting both spins. The state is homogeneous and isotropic, so its one-body properties are described by an occupation $N(k)$, the mean number of electrons in the plane wave of wavevector $\mathbf k$ for one spin direction, with $0\le N(k)\le 1$. Hartree atomic units are used: lengths are in bohr and wavenumbers in bohr$^{-1}$.

For independent electrons in orbitals $\phi_i$, the spin-summed one-body density matrix is

$$\gamma(\mathbf r_1,\mathbf r_2)=2\sum_{i\ \rm occupied}\phi_i(\mathbf r_1)\phi_i^*(\mathbf r_2),$$

where $i$ runs over spatial orbitals, each holding two electrons. Its diagonal, $\mathbf r_1=\mathbf r_2$, is the density. Off the diagonal it measures how far the one-electron states remain in phase between two points. It is not a probability and may be negative.

The problem is to find this function for the free gas at zero temperature, and to establish what its behaviour at large distance says about $N(k)$.

## (a) From a sum over plane waves to a radial integral

**Question.** Express $\gamma$ through $N(k)$ for an infinitely large box, and carry out the angular integration.

**Solution.** The orbitals are $\phi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}/\sqrt V$. Weighting each by its occupation gives, with $\mathbf r=\mathbf r_1-\mathbf r_2$,

$$\gamma(\mathbf r)=\frac{2}{V}\sum_{\mathbf k}N(k)\,e^{i\mathbf k\cdot\mathbf r}.$$

This form also holds for interacting electrons in a homogeneous state: translation invariance forbids correlations between different wavevectors in the one-body density matrix, so the occupations alone enter.

The allowed wavevectors form a cubic lattice with one point per volume $(2\pi)^3/V$. When $V\to\infty$ at fixed $n$ and fixed $r$, the sum becomes an integral:

$$\gamma(r)=2\int\frac{d^3k}{(2\pi)^3}\,N(k)\,e^{i\mathbf k\cdot\mathbf r}.$$

Take the polar axis along $\mathbf r$ and let $u$ be the cosine of the polar angle. Then

$$2\pi\int_{-1}^{1}e^{ikru}\,du=2\pi\,\frac{e^{ikr}-e^{-ikr}}{ikr}=\frac{4\pi\sin(kr)}{kr}.$$

The prefactors combine to $2\cdot4\pi/(8\pi^3)=1/\pi^2$. The factor $k^2$ of the volume element, divided by $kr$, leaves $k/r$:

$$\gamma(r)=\frac{1}{\pi^2r}\int_0^\infty k\,N(k)\sin(kr)\,dk. \tag{1}$$

As $r\to0$, $\sin(kr)/r\to k$, so $\gamma(0)=\pi^{-2}\int_0^\infty k^2N(k)\,dk=n$, as it must.

## (b) The free gas at zero temperature

**Question.** Evaluate (1) for non-interacting electrons in the ground state. Express the result through $n$ and $x=k_Fr$, and check small $r$.

**Solution.** All states up to the Fermi wavenumber $k_F$ are filled: $N=1$ for $k<k_F$ and $N=0$ for $k>k_F$. The density fixes $k_F$:

$$n=\frac1{\pi^2}\int_0^{k_F}k^2\,dk=\frac{k_F^3}{3\pi^2}.$$

Integration by parts gives

$$\int_0^{k_F}k\sin(kr)\,dk=\left[-\frac{k\cos(kr)}{r}\right]_0^{k_F}+\frac1r\int_0^{k_F}\cos(kr)\,dk=-\frac{k_F\cos x}{r}+\frac{\sin x}{r^2}.$$

The right-hand side equals $(\sin x-x\cos x)/r^2$, so

$$\gamma(r)=\frac{\sin x-x\cos x}{\pi^2r^3}.$$

Now use $1/\pi^2=3n/k_F^3$ and the spherical Bessel function $j_1(x)=\sin x/x^2-\cos x/x$:

$$\boxed{\gamma(r)=3n\,\frac{\sin x-x\cos x}{x^3}=3n\,\frac{j_1(k_Fr)}{k_Fr}} \tag{2}$$

For small $x$,

$$\sin x-x\cos x=\Big(x-\frac{x^3}{6}+\frac{x^5}{120}\Big)-\Big(x-\frac{x^3}{2}+\frac{x^5}{24}\Big)+\dots=\frac{x^3}{3}-\frac{x^5}{30}+\dots,$$

so $\gamma=n(1-x^2/10+\dots)$. The value at the origin is the density, and the scale of the initial decrease is $1/k_F$.

A finite box can be summed directly. With 267761 plane waves per spin, $\gamma/n$ at $x=5$ is $-0.0568$, against $-0.0571$ from (2). The difference is a finite-box effect.

## (c) Zeros and large distances

**Question.** Find the first zero of $\gamma$ and its leading form at large $r$. Give numbers for a gas with $r_s=3$ bohr, where $r_s$ is the radius of a sphere holding one electron on average.

**Solution.** Zeros at $x>0$ satisfy $h(x)=\sin x-x\cos x=0$, that is, $\tan x=x$. Since $h(0)=0$ and $h'(x)=x\sin x$, $h$ rises from zero on $(0,\pi)$ and falls on $(\pi,2\pi)$, from $h(\pi)=\pi$ to $h(2\pi)=-2\pi$. The first zero therefore lies in $(\pi,2\pi)$; numerically it is $x=4.4934$.

Dividing out the powers in (2) gives

$$\gamma(r)=3n\left[-\frac{\cos x}{x^2}+\frac{\sin x}{x^3}\right].$$

With $3n/k_F^2=k_F/\pi^2$, the leading term is

$$\gamma_{\rm tail}(r)=-\frac{k_F\cos(k_Fr)}{\pi^2r^2}, \tag{3}$$

and the error of replacing $\gamma$ by it is at most $3n/x^3$ in magnitude.

For $r_s=3$ bohr,

$$n=\frac{3}{4\pi\,3^3}=8.842\times10^{-3}\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=0.6397\ \text{bohr}^{-1}.$$

The first zero is at $r=4.4934/0.6397=7.02$ bohr, or 3.72 Å.

At $r=20$ bohr, $x=12.794$. The closed form gives $\gamma=-1.550\times10^{-4}$ bohr$^{-3}$ and the tail gives $-1.578\times10^{-4}$ bohr$^{-3}$. At $r=2$ bohr, where $x=1.28$, the tail even has the wrong sign: $-4.65\times10^{-3}$ against $+7.48\times10^{-3}$ bohr$^{-3}$. Formula (3) is a statement about $k_Fr\gg1$.

## (d) What sets the amplitude of the tail?

**Question.** Let $N(k)$ be a more general occupation that drops by $Z=N(k_F^-)-N(k_F^+)$ at $k_F$. Find the leading tail of $\gamma$.

**Solution.** Write $g(k)=kN(k)$. Assume that $g$ is continuously differentiable on each side of $k_F$, that $|g'|$ has a finite integral on each side, and that $g\to0$ as $k\to\infty$. The slope may diverge at $k_F$, provided it remains integrable.

Integrate by parts separately below and above $k_F$. Because $g(0)=0$ and $g(\infty)=0$, boundary terms arise at $k_F$ alone:

$$\int_0^\infty g\sin(kr)\,dk=-\frac{k_FN(k_F^-)\cos(k_Fr)}{r}+\frac{k_FN(k_F^+)\cos(k_Fr)}{r}+\frac1r\int_0^\infty g'(k)\cos(kr)\,dk.$$

The second term is positive because $k_F$ is the lower limit of the outer integral. In the last integral, $g'$ is the ordinary derivative on each side, without the jump.

That integral vanishes as $r\to\infty$, which is the Riemann–Lebesgue lemma. To see it, approximate $g'$ by a function made of finitely many constant steps, such that the integral of the absolute difference is below a chosen $\varepsilon$. A step of height $c$ contributes at most $2|c|/r$, since the integral of $\cos(kr)$ over any interval is at most $2/r$ in magnitude. The whole integral is thus below $2\varepsilon$ for large enough $r$, and $\varepsilon$ is arbitrary.

Inserting this in (1) gives

$$\boxed{\gamma(r)=-\frac{Z\,k_F\cos(k_Fr)}{\pi^2r^2}+o(r^{-2})} \tag{4}$$

where $o(r^{-2})$ denotes a remainder that vanishes faster than $r^{-2}$. For the free gas $Z=1$, and (3) is recovered. The wavelength of the oscillation, $2\pi/k_F$, tells where the jump is, and the amplitude tells how large it is. This is shown here for an isotropic occupation with a single jump, that is, a spherical Fermi surface. If interactions reduce the jump without removing it, the $r^{-2}$ law survives with a smaller amplitude, under the stated conditions on $g$.

As an illustration take, with $q=k/k_F$, the model occupation $N=1-0.21q^4$ inside and $N=0.15q^{-8}$ outside. Its jump is $Z=1-0.21-0.15=0.64$. Its density is that of the free gas, because the loss inside equals the gain outside:

$$3\int_0^1 0.21\,q^6\,dq=0.09,\qquad 3\int_1^\infty0.15\,q^{-6}\,dq=0.09.$$

Computing $\gamma$ from (1) and solving the leading term of (4) for $Z$ gives 0.652, 0.643 and 0.641 at $k_Fr=10\pi$, $20\pi$ and $40\pi$. The readings approach 0.64. These points are favourable. When $g'$ has finite limits on both sides of $k_F$ and $g''$ is integrable on each side, as in this model, one more integration by parts gives the next term of $\gamma$, $[g'(k_F^-)-g'(k_F^+)]\sin(k_Fr)/(\pi^2r^3)$, where for this model $g'(k_F^-)-g'(k_F^+)=-0.05+1.05=1.00$. It shifts the reading by $-\tan x/x$ with $x=k_Fr$, which is zero at multiples of $\pi$; along points where $|\cos x|$ stays above a fixed bound the reading converges only as $1/x$, and close to the zeros of $\cos x$ it is unreliable at any distance.

## (e) Does any algebraic decay prove a jump?

**Question.** Consider $N=1-k^2/k_F^2$ for $k<k_F$ and $N=0$ beyond. This occupation is continuous, with a kink at $k_F$. How does $\gamma$ decay?

**Solution.** Inside the sphere,

$$g=k-\frac{k^3}{k_F^2},\qquad g'=1-\frac{3k^2}{k_F^2},\qquad g''=-\frac{6k}{k_F^2}.$$

Since $g$ vanishes at both $0$ and $k_F$, the first integration by parts leaves no boundary term. The second one does, because $g'(k_F^-)=-2$:

$$\int_0^{k_F}g\sin(kr)\,dk=\frac1r\int_0^{k_F}g'\cos(kr)\,dk=-\frac{2\sin(k_Fr)}{r^2}+\frac{6}{k_F^2r^2}\int_0^{k_F}k\sin(kr)\,dk.$$

By part (b), the last integral is of order $1/r$, so the last term is of order $r^{-3}$. Equation (1) then gives

$$\gamma(r)=-\frac{2\sin(k_Fr)}{\pi^2r^3}+O(r^{-4}).$$

The decay is algebraic although there is no jump. A power law by itself therefore does not prove a discontinuity. It shows only that the conditions stated at the end of part (f) fail, for example through a kink at $k_F$, or because the odd extension of $kN(k)$ is not smooth at $k=0$. What distinguishes the jump is the power $r^{-2}$, with the oscillation $\cos(k_Fr)$, in the limit $r\to\infty$. Over a finite range a steep but continuous drop can imitate it. For $N=(1-k/k_F)^\alpha$ inside and zero outside, with $0<\alpha<1$, there is no jump, and the substitution $s=(k_F-k)r$ near the edge shows that the tail scales as $r^{-2-\alpha}$. For $\alpha=0.05$ the reading of $Z$ used in part (d) is still about 0.76 at $k_Fr=40\pi$.

Numerically, $\pi^2r^3\gamma/\sin(k_Fr)$ is $-1.994$, $-1.999$ and $-2.000$ at $k_Fr=10.5\pi$, $20.5\pi$ and $40.5\pi$, in agreement with the coefficient $-2$. Inserting the integral of part (b) shows that this ratio equals $-2+6/x^2-6\cot x/x$ with $x=k_Fr$. The chosen points have $\cot x=0$, which removes the $O(r^{-4})$ term of $\gamma$; along points where $|\sin x|$ stays above a fixed bound the ratio approaches $-2$ only as $1/x$, and close to the zeros of $\sin x$ it need not approach $-2$ at all.

## (f) Smearing the Fermi surface

**Question.** Replace the step by the smooth occupation

$$N_\sigma(k)=\frac{1}{\sigma\sqrt\pi}\int_{-k_F}^{k_F}e^{-(k-p)^2/\sigma^2}\,dp,$$

in which the drop is spread over a width of order $\sigma\ll k_F$. What happens to the tail?

**Solution.** $N_\sigma$ is an even function of $k$, so it can be used on the whole line. Define

$$F(r)=\int_{-\infty}^{\infty}N_\sigma(k)\cos(kr)\,dk,\qquad F'(r)=-2\int_0^\infty kN_\sigma(k)\sin(kr)\,dk.$$

Comparison with (1) gives $\gamma_\sigma=-F'/(2\pi^2r)$.

To find $F$, set $k=p+s$ and expand $\cos(pr+sr)$. The product of sines is odd in $s$ and integrates to zero, leaving

$$F(r)=\int_{-k_F}^{k_F}\cos(pr)\,dp\;G(r)=\frac{2\sin(k_Fr)}{r}\,G(r),\qquad G(r)=\int_{-\infty}^\infty\frac{e^{-s^2/\sigma^2}}{\sigma\sqrt\pi}\cos(sr)\,ds.$$

Differentiating $G$ produces $-s\,e^{-s^2/\sigma^2}\sin(sr)$, and $-s\,e^{-s^2/\sigma^2}=\tfrac{\sigma^2}{2}\,\tfrac{d}{ds}e^{-s^2/\sigma^2}$. Integrating by parts in $s$ yields $G'=-\tfrac12\sigma^2r\,G$. With $G(0)=1$ this gives $G=e^{-\sigma^2r^2/4}$.

The product rule now gives

$$\gamma_\sigma(r)=-\frac{1}{\pi^2r}\frac{d}{dr}\left[\frac{\sin(k_Fr)}{r}e^{-\sigma^2r^2/4}\right]=e^{-\sigma^2r^2/4}\left[\gamma(r)+\frac{\sigma^2\sin(k_Fr)}{2\pi^2r}\right], \tag{5}$$

where $\gamma$ is the free-gas result (2). For $\sigma\to0$ at fixed $r$ it is recovered. For any $\sigma>0$ the algebraic tail is cut off by the Gaussian factor, at distances of order $2/\sigma$. At $r=0$ the bracket gives $n+\sigma^2k_F/(2\pi^2)=n\,[1+3\sigma^2/(2k_F^2)]$, so smearing at fixed $k_F$ slightly raises the density.

For $r_s=3$ bohr and $\sigma=0.1k_F$, the density rises by 1.5% and $2/\sigma=31.3$ bohr. At $r=80$ bohr the Gaussian factor is $e^{-(80/31.26)^2}=1.4\times10^{-3}$. The two terms in the bracket are $-6.04\times10^{-6}$ and $+2.05\times10^{-6}$ bohr$^{-3}$, so

$$\gamma_\sigma\approx1.43\times10^{-3}\times(-3.99\times10^{-6})=-5.7\times10^{-9}\ \text{bohr}^{-3},$$

about a thousand times smaller in magnitude than for the sharp surface.

The Gaussian form belongs to this choice of smearing. More generally, suppose the odd extension of $g=kN$ to the whole line is smooth, and $g$ and all its derivatives are integrable and vanish at infinity. Each integration by parts then gives another factor $1/r$ without any boundary term, so $\gamma$ falls faster than every power of $1/r$.

## (g) From the tail back to the jump

**Question.** Suppose that beyond some distance $R$

$$\gamma(r)=-\frac{A\,k_F\cos(k_Fr)}{\pi^2r^2}+\rho(r),\qquad \int_R^\infty r|\rho(r)|\,dr<\infty.$$

What does this imply for $N(k)$ at $k_F$?

**Solution.** Inverting the Fourier integral of part (a) and doing the angular integral as before gives

$$N(k)=\frac12\int d^3r\,\gamma(r)e^{-i\mathbf k\cdot\mathbf r}=\frac{2\pi}{k}\int_0^\infty r\gamma(r)\sin(kr)\,dr,$$

with the radial integral taken as the limit of a growing upper bound, at wavenumbers where $N$ is continuous.

The region $r<R$ contributes a continuous function of $k>0$, since it is an integral over a finite range. So does $\rho$: its integrand is bounded by $r|\rho|$, which is integrable and independent of $k$. Neither can produce a jump. The remaining term, using $\cos a\sin b=\tfrac12[\sin(b+a)+\sin(b-a)]$, is

$$-\frac{Ak_F}{\pi k}\int_R^\infty\frac{\sin[(k+k_F)r]+\sin[(k-k_F)r]}{r}\,dr.$$

The first sine gives a continuous function near $k_F$. For the second, let $a=k-k_F$. If $a>0$, the substitution $v=ar$ gives

$$\int_R^\infty\frac{\sin(ar)}{r}\,dr=\int_{aR}^\infty\frac{\sin v}{v}\,dv\;\longrightarrow\;\int_0^\infty\frac{\sin v}{v}\,dv=\frac{\pi}{2}\qquad(a\to0^+).$$

The last value follows from $1/v=\int_0^\infty e^{-vt}dt$, which turns the integral into $\int_0^\infty dt/(1+t^2)$. The expression is odd in $a$, so it tends to $-\pi/2$ from below. The discontinuous part of $N$ is therefore $+A/2$ just below $k_F$ and $-A/2$ just above:

$$\boxed{N(k_F^-)-N(k_F^+)=A}$$

The free gas meets the condition, because $\rho=\sin(k_Fr)/(\pi^2r^3)$ and $r|\rho|\le1/(\pi^2r^2)$. Since $R$ can be chosen as large as desired, the jump is carried by arbitrarily large distances.

A numerical inversion for the free gas shows this. Between $k=0.999k_F$ and $1.001k_F$ the occupation drops by 1. Distances with $k_Fr<20$ supply 0.013 of this drop, and those with $20<k_Fr<10^5$ supply 0.982. The missing 0.005 or so belongs to still larger distances, apart from quadrature error. The numerical check tests this division, the closed form (2), the smeared result (5) and the two power laws numerically.

## Numbers as computed

```
rs = 3.0 bohr
density n = 8.841941e-03 bohr^-3
Fermi wavenumber kF = 0.639719 bohr^-1
first zero: kF r = 4.49341, r = 7.0240 bohr = 3.7170 angstrom
box sum: 267761 occupied plane waves per spin
kF r | gamma/n from box sum | gamma/n closed form
2.0 | 0.65311 | 0.65310
5.0 | -0.05683 | -0.05705
8.0 | 0.01273 | 0.01262
smearing width sigma = 0.063972 bohr^-1, 2/sigma = 31.264 bohr
relative density increase by smearing = 0.01500
r (bohr) | kF r | gamma integral | gamma closed | leading tail | gamma smeared (last four in bohr^-3)
2.0 | 1.2794 | 7.47665e-03 | 7.47665e-03 | -4.65472e-03 | 7.54500e-03
5.0 | 3.1986 | 2.54229e-03 | 2.54229e-03 | 2.58847e-03 | 2.47579e-03
10.0 | 6.3972 | -6.32437e-04 | -6.32437e-04 | -6.43963e-04 | -5.68803e-04
20.0 | 12.7944 | -1.54986e-04 | -1.54986e-04 | -1.57849e-04 | -1.01378e-04
40.0 | 25.5888 | -3.56735e-05 | -3.56735e-05 | -3.63707e-05 | -6.49687e-06
80.0 | 51.1776 | -6.04275e-06 | -6.04275e-06 | -6.19924e-06 | -5.72332e-09
model occupation: 1 - 0.21 q^4 inside, 0.15 q^-8 outside, q = k/kF, jump Z = 0.64
model density / n = 1.000000
kF r / pi | jump read from tail = -pi^2 r^2 gamma/(kF cos(kF r))
10 | 0.65205
20 | 0.64314
40 | 0.64079
kink, N = 1 - q^2 inside, 0 outside:
kF r / pi | pi^2 r^2 gamma/kF | pi^2 r^3 gamma/sin(kF r)
10.5 | -0.060463 | -1.99449
20.5 | -0.031032 | -1.99855
40.5 | -0.015716 | -1.99963
inverse transform: drop of N between k/kF = 0.999 and 1.001
from kF r < 20: 0.0129
from 20 < kF r < 100000: 0.9816
```
